# Prange–Nee roughness scattering and mobility at a displaced hard wall, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The matrix element of a rough wall

An electron in a transistor channel is pressed by an electric field against the interface between semiconductor and oxide. The interface is modelled as a hard wall whose height varies from place to place. With $\mathbf r=(x,y)$ the position along the interface and $z$ the distance into the semiconductor, the electron occupies $z>\Delta(\mathbf r)$, where

$$
H=-\frac{\hbar^2}{2m}\nabla^2-\frac{\hbar^2}{2m_z}\frac{\partial^2}{\partial z^2}+V(z),\qquad \psi(\mathbf r,\Delta(\mathbf r))=0 .
$$

Here $\nabla$ acts on $\mathbf r$ alone, $m$ is the isotropic in-plane mass and $m_z$ the mass for motion across the channel. The smooth potential energy $V(z)$ stays fixed in space when the wall is displaced. This is an assumption about the electrostatics, and part (g) examines it. The height $\Delta$ has zero mean and is small, and so is its slope.

### (a) Replace the rough wall by a flat one

**Question.** The perturbation changes the region in which the electron lives, so it is not yet an operator added to $H$. Find a change of variable that makes the wall flat, and obtain the perturbation to first order in $\Delta$.

**Solution.** Measure distance from the local wall, $s=z-\Delta(\mathbf r)$, and write

$$
\psi(\mathbf r,z)=\chi(\mathbf r,s),\qquad \chi(\mathbf r,0)=0 .
$$

At fixed $\mathbf r$ we have $dz=ds$. The integral of $|\psi|^2$ over the true region therefore equals the integral of $|\chi|^2$ over $s>0$, and no weight factor appears in scalar products.

The chain rule gives $\partial_z\psi=\partial_s\chi$. When $\mathbf r$ changes at fixed $z$, $s$ changes as well, so that

$$
\nabla\psi=\left(\nabla-(\nabla\Delta)\,\partial_s\right)\chi .
$$

Applying the bracket twice gives

$$
\nabla^2\psi=\nabla^2\chi-\nabla\cdot\left[(\nabla\Delta)\partial_s\chi\right]-(\nabla\Delta)\cdot\nabla\partial_s\chi+|\nabla\Delta|^2\partial_s^2\chi .
$$

The second term on the right is $-(\nabla^2\Delta)\partial_s\chi-(\nabla\Delta)\cdot\nabla\partial_s\chi$. Dropping the last term, which is of second order in the slope, leaves

$$
\nabla^2\psi\simeq\nabla^2\chi-\left[(\nabla^2\Delta)+2(\nabla\Delta)\cdot\nabla\right]\partial_s\chi .
$$

The potential energy becomes $V(s+\Delta)\simeq V(s)+\Delta V'(s)$. Hence $\chi$ obeys the flat-wall problem with the added operator

$$
\delta H=\Delta V'(s)+\frac{\hbar^2}{2m}\left[(\nabla^2\Delta)+2(\nabla\Delta)\cdot\nabla\right]\partial_s .
$$

The second term can be written more compactly. Let $T=-(\hbar^2/2m)\nabla^2$. For any function $g(\mathbf r)$,

$$
[T,\Delta]g=-\frac{\hbar^2}{2m}\left[\nabla^2(\Delta g)-\Delta\nabla^2g\right]
=-\frac{\hbar^2}{2m}\left[(\nabla^2\Delta)+2(\nabla\Delta)\cdot\nabla\right]g ,
$$

and therefore

$$
\delta H=\Delta\,V'(s)-[T,\Delta]\,\partial_s .
$$

The first term says that an electron at a given distance from the wall sits at a different place in the fixed potential. The second arises because an electron moving along the interface at fixed $z$ changes its distance from the wall. Both are of first order in $\Delta$, and for a wall that varies rapidly the second cannot be dropped in advance.

### (b) The matrix element for scattering

**Question.** The flat-wall states are $\psi_j(s)e^{i\mathbf k\cdot\mathbf r}/\sqrt A$, with $A$ the interface area, $\psi_j$ real and normalized, subband energy $E_j$ and in-plane energy $\varepsilon_k=\hbar^2k^2/2m$. Find the matrix element of $\delta H$ between $(j,\mathbf k)$ and $(l,\mathbf k')$. What remains of it when energy is conserved?

**Solution.** Define $\mathbf q=\mathbf k'-\mathbf k$ and $\Delta_{\mathbf q}=\int\Delta(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}d^2r$. For plane waves,

$$
\langle\mathbf k'|\Delta|\mathbf k\rangle=\frac{\Delta_{\mathbf q}}{A},\qquad
\langle\mathbf k'|[T,\Delta]|\mathbf k\rangle=(\varepsilon_{k'}-\varepsilon_k)\frac{\Delta_{\mathbf q}}{A},
$$

because $T$ acts to the left in one term of the commutator and to the right in the other. With

$$
D_{lj}=\int_0^\infty\psi_l\,\psi_j'\,ds
$$

the matrix element is

$$
M=\frac{\Delta_{\mathbf q}}{A}\left[\langle l|V'|j\rangle-(\varepsilon_{k'}-\varepsilon_k)D_{lj}\right].
$$

The force element $\langle l|V'|j\rangle$ follows from the Schrödinger equation of $\psi_j$. Differentiate that equation once:

$$
-\frac{\hbar^2}{2m_z}\psi_j'''+V\psi_j'+V'\psi_j=E_j\psi_j' .
$$

Multiply by $\psi_l$ and integrate over $s>0$. The first term needs two integrations by parts:

$$
\int_0^\infty\psi_l\psi_j'''ds=\left[\psi_l\psi_j''\right]_0^\infty-\left[\psi_l'\psi_j'\right]_0^\infty+\int_0^\infty\psi_l''\psi_j'ds .
$$

The first bracket vanishes because $\psi_l(0)=0$ and bound states decay. The second bracket, with its minus sign, leaves $+\psi_l'(0)\psi_j'(0)$. Define

$$
W_{lj}=\frac{\hbar^2}{2m_z}\psi_l'(0)\psi_j'(0)
$$

and use $-(\hbar^2/2m_z)\psi_l''=(E_l-V)\psi_l$. The integrated equation reads

$$
-W_{lj}+\int_0^\infty(E_l-V)\psi_l\psi_j'ds+\int_0^\infty V\psi_l\psi_j'ds+\langle l|V'|j\rangle=E_jD_{lj}.
$$

The terms containing $V$ cancel, and

$$
\langle l|V'|j\rangle=W_{lj}-(E_l-E_j)D_{lj}.
$$

Inserting this in $M$ gives

$$
M=\frac{\Delta_{\mathbf q}}{A}\left\{W_{lj}-\left[(E_l+\varepsilon_{k'})-(E_j+\varepsilon_k)\right]D_{lj}\right\}.
$$

The square bracket is the change of total energy. Elastic scattering sets it to zero, so that

$$
M=\frac{\hbar^2}{2m_z}\,\psi_l'(0)\,\psi_j'(0)\,\frac{\Delta_{\mathbf q}}{A}.
$$

This is the Prange–Nee matrix element. It was obtained to first order in $\Delta$, without assuming that the wall varies slowly compared with the thickness of the electron layer. The kinetic term of part (a) is what makes this possible for transitions between subbands: it supplies the part of the energy balance that $V'$ alone lacks.

**Relation to a finite barrier.** The same expression follows from a barrier of height $V_0$ with the same mass on both sides. Displacing its edge changes the potential energy by $V_0$ in a layer of thickness $\Delta$, so the first-order element is $V_0\psi_l(0)\psi_j(0)\Delta_{\mathbf q}/A$. Inside the barrier $\psi_j$ decays as $e^{\kappa z}$ for $z<0$, and matching the slope gives $\psi_j(0)=\psi_j'(0)/\kappa$. For large $V_0$, $\kappa^2\to2m_zV_0/\hbar^2$, and

$$
V_0\,\psi_l(0)\psi_j(0)\to V_0\,\frac{\hbar^2}{2m_zV_0}\,\psi_l'(0)\psi_j'(0)=W_{lj}.
$$

In that route $\psi$ must be nearly constant across the displaced layer, which requires $\kappa|\Delta|\ll1$. The condition fails if $V_0$ is made infinite at fixed $\Delta$. The flattened coordinate has no such difficulty, since it treats the hard wall from the start.

### (c) What the slope at the wall measures

**Question.** Express $W_{jj}$ through the electric field. What happens between subbands in a uniform field, and is an approximate wave function good enough to compute $W_{jj}$?

**Solution.** For $l=j$ the overlap is

$$
D_{jj}=\int_0^\infty\psi_j\psi_j'ds=\frac12\left[\psi_j^2\right]_0^\infty=0 ,
$$

and the identity of part (b) reduces to

$$
W_{jj}=\frac{\hbar^2}{2m_z}\left[\psi_j'(0)\right]^2=\langle j|V'|j\rangle\equiv eF .
$$

In a stationary state the mean force on the electron is zero. The potential pushes it towards the wall with mean force $eF$, and the wall pushes back equally. Displacing the wall by $\Delta$ against this push costs the work $eF\Delta$, which is the local change of subband energy. The quantity $F$ is the field averaged over the subband, and in general it differs from the field at the surface.

**Field from sheet charges.** Let a depletion layer much thicker than the channel hold $N_{\rm dep}$ charges per area, and let one occupied subband hold $N_s$ electrons per area with normalized density $n(z)$. In the Hartree approximation the field at $z$ comes from the charge lying deeper:

$$
F(z)=\frac{e}{\epsilon}\left[N_{\rm dep}+N_sG(z)\right],\qquad G(z)=\int_z^\infty n(z_1)dz_1 ,
$$

where $\epsilon$ is the permittivity of the semiconductor. Since $n=-G'$, the average of $G$ over the density is $-\int GG'dz=\tfrac12G(0)^2=\tfrac12$. Hence

$$
F=\frac{e}{\epsilon}\left(N_{\rm dep}+\frac{N_s}{2}\right).
$$

**Uniform field.** If $V=eFz$, then $V'=eF$ is the same for every subband, and $W_{jj}=W_{ll}=eF$. Because $W_{lj}$ is a product of two slopes,

$$
W_{lj}^2=W_{ll}W_{jj}=(eF)^2 .
$$

Transitions between subbands thus have $|W_{lj}|=eF$ as well, although $\langle l|V'|j\rangle=eF\langle l|j\rangle=0$ for $l\ne j$. Using the force alone would have missed them.

**A film instead of a field.** Suppose $V=0$ and the electron is confined by a second, flat hard wall at distance $L$. Then $\psi_1=\sqrt{2/L}\sin(\pi z/L)$ and

$$
W_{11}=\frac{\hbar^2}{2m_z}\,\frac2L\,\frac{\pi^2}{L^2}=\frac{\pi^2\hbar^2}{m_zL^3}.
$$

This equals $-dE_1/dL$ for $E_1=\pi^2\hbar^2/2m_zL^2$, as it should when the rough wall moves inwards. The squared element then varies as $L^{-6}$ and no longer depends on a field. A channel thin enough for its thickness, instead of the field, to confine the electron does not follow the field law derived below.

**Approximate wave functions.** The slope at one point is much more delicate than an average. Take the variational form $\psi=\sqrt{b^3/2}\,z\,e^{-bz/2}$ in a uniform field. Its kinetic energy is $\hbar^2b^2/8m_z$ and its mean distance is $3/b$, so

$$
E(b)=\frac{\hbar^2b^2}{8m_z}+\frac{3eF}{b},\qquad
\frac{dE}{db}=0\ \Rightarrow\ b^3=\frac{12m_zeF}{\hbar^2}.
$$

The slope formula with this function gives

$$
\frac{\hbar^2}{2m_z}\left[\psi'(0)\right]^2=\frac{\hbar^2b^3}{4m_z}=3eF ,
$$

three times the correct value, which would make the scattering rate nine times too large. The average $\langle V'\rangle$ gives $eF$ without error, as it would for any normalized function, because the field is uniform. In the sheet-charge model above, the average over the electrons' own density is likewise independent of its shape. For transitions within a subband in these potentials, the force form is therefore the safer one with approximate states.

**A test on a wavy wall.** Choose units with $\hbar^2/2m_z=1$ and $V=z$, so that $|W_{lj}|=1$, and set $m_z/m=0.8$. Let the wall be $\Delta=\alpha\cos(Gx)$ with $\alpha=0.01$. Two flat-wall states of equal energy whose wave numbers differ by $G$ are coupled by $W_{lj}\alpha/2$, because the cosine contains each of $e^{\pm iGx}$ with weight one half. Degenerate perturbation theory then predicts levels separated by $|W_{lj}|\alpha=\alpha$.

For comparison, the levels were found by combining solutions of the Schrödinger equation, each a plane wave times an Airy function, and requiring the sum to vanish on the wavy boundary itself. For the pair $k=\pm0.7$ in the lowest subband, the computed separation divided by $\alpha$ is 0.99999. For a pair made of $k=-0.7$ in the second subband and the lowest-subband state of equal energy moving the opposite way, it is 0.99994. In the first case $G=1.4$ in inverse units of the confinement length, so the wall is far from slowly varying.

## Part II. From the rough wall to the mobility

The results needed from Part I are these. A wall at height $\Delta(\mathbf r)$, with Fourier component $\Delta_{\mathbf q}$ over an area $A$, scatters an electron within one subband from $\mathbf k$ to $\mathbf k'=\mathbf k+\mathbf q$ with matrix element $M=eF\Delta_{\mathbf q}/A$. Here $F$ is the mean field felt by the subband, and the potential is fixed in space. The in-plane mass is $m$ and the mass across the channel is $m_z$. In a uniform field, elements between subbands have the same magnitude.

### (d) The spectrum of the roughness

**Question.** The heights are random, with $\langle\Delta(\mathbf r)\Delta(\mathbf r')\rangle=C(|\mathbf r-\mathbf r'|)$. Find $\langle|\Delta_{\mathbf q}|^2\rangle$ for $C=\sigma^2e^{-r^2/\Lambda^2}$ and for $C=\sigma^2e^{-\sqrt2\,r/\Lambda}$.

**Solution.** Here $\sigma$ is the root-mean-square height and $\Lambda$ the correlation length. Writing out the product of two Fourier integrals and using $\mathbf R=\mathbf r-\mathbf r'$ gives

$$
\langle|\Delta_{\mathbf q}|^2\rangle=\int d^2r'\int d^2R\,C(R)e^{-i\mathbf q\cdot\mathbf R}=A\,S(q).
$$

The Gaussian separates into two one-dimensional integrals, each equal to $\sqrt\pi\Lambda$ times $e^{-q_x^2\Lambda^2/4}$ or $e^{-q_y^2\Lambda^2/4}$. Thus

$$
S(q)=\pi\sigma^2\Lambda^2e^{-q^2\Lambda^2/4}.
$$

For the exponential set $b=\sqrt2/\Lambda$. The angular integral gives a Bessel function, and $\int_0^\infty J_0(qr)e^{-br}dr=(b^2+q^2)^{-1/2}$. Applying $-d/db$ supplies the factor $r$:

$$
S(q)=\frac{2\pi\sigma^2b}{(b^2+q^2)^{3/2}}=\frac{\pi\sigma^2\Lambda^2}{(1+q^2\Lambda^2/2)^{3/2}}.
$$

With these conventions both spectra have $S(0)=\pi\sigma^2\Lambda^2$. At small $q$ they differ: the factor multiplying $S(0)$ is $1-q^2\Lambda^2/4$ for the Gaussian and $1-3q^2\Lambda^2/4$ for the exponential.

To first order in the wall height, a rough hard wall scatters an electron within one subband with matrix element $eF\Delta_{\mathbf q}/A$, and the roughness spectrum $S(q)$ is now known for Gaussian and exponential correlations. What remains is to find the momentum relaxation rate and the mobility, evaluate them for a silicon carbide channel, and examine what the model omits.
